# Nearest-neighbour distance and tunnel splitting of deep nitride traps

**Question.** A charge-trap layer holds $10^{19}$ electron traps per cubic centimetre, each with a level 1.5 eV below the conduction-band edge. How far is a trap from its nearest neighbour, how large is the tunnel splitting of two such levels compared with the thermal energy at 300 K, and how does the splitting scale with density, depth and mass?

**Answer.** The distance has to be settled first, because the splitting depends on it exponentially.

## The distance to the nearest neighbour

Assume that the traps sit at random, uncorrelated positions with density $n$. Choose one trap and draw a sphere of radius $R$ around it, with volume $v=4\pi R^3/3$. If $N$ other traps are spread over a large volume $V$, each lies outside the sphere with probability $1-v/V$. All of them lie outside with probability

$$
\left(1-\frac{v}{V}\right)^N\;\to\; e^{-nv}=e^{-(R/\ell)^3},\qquad \ell=\left(\frac{3}{4\pi n}\right)^{1/3},
$$

where $N$ and $V$ grow at fixed $n=N/V$. This is the probability that the nearest neighbour is farther away than $R$. Minus its derivative is the probability density of the nearest-neighbour distance,

$$
p(R)=4\pi nR^2\,e^{-(R/\ell)^3}.
$$

For the mean, substitute $t=(R/\ell)^3$. Then $p\,dR=e^{-t}dt$ and $R=\ell t^{1/3}$, so that

$$
\bar R=\ell\int_0^\infty t^{1/3}e^{-t}\,dt=\Gamma\!\left(\tfrac43\right)\left(\frac{3}{4\pi n}\right)^{1/3}=0.554\,n^{-1/3}.
$$

With $n=10^{19}\ \mathrm{cm^{-3}}=0.01\ \mathrm{nm^{-3}}$ we have $n^{-1/3}=4.642$ nm and

$$
\bar R=0.554\times4.642\ \mathrm{nm}=2.57\ \mathrm{nm}.
$$

The median follows from $e^{-(R/\ell)^3}=1/2$, which gives $R=(\ln2)^{1/3}\ell=2.55$ nm.

The length $n^{-1/3}$ is the edge of a cube that holds one trap on average. It would be the neighbour distance on a simple cubic lattice. Random placement leaves gaps and close pairs, and the nearest of several neighbours is on average closer than the lattice spacing.

## The tail of a single level

Model a trap as a spherical well of radius $a$ and depth $V_0$, in a band with one isotropic effective mass $m$, the same inside and outside. The band edge is the zero of energy and the level lies at $-E$. For an s state write $\psi=u(r)/(\sqrt{4\pi}\,r)$, so that $\int|\psi|^2d^3r=\int_0^\infty u^2dr$. The radial equation gives

$$
u=\sin kr\quad(r<a),\qquad u=Be^{-\kappa r}\quad(r>a),
$$

$$
k^2=\frac{2m(V_0-E)}{\hbar^2},\qquad \kappa^2=\frac{2mE}{\hbar^2},
$$

up to a common normalization. Continuity of $u$ and $u'$ at $r=a$ requires

$$
\sin ka=Be^{-\kappa a},\qquad k\cos ka=-\kappa Be^{-\kappa a}.
$$

Their ratio is $k\cot ka=-\kappa$, whose lowest root has $\pi/2<ka<\pi$. It also fixes

$$
\sin^2ka=\frac{1}{1+\cot^2ka}=\frac{k^2}{k^2+\kappa^2}.
$$

The norm has an inner and an outer part. With $\cos ka=-(\kappa/k)\sin ka$, the inner part is

$$
\int_0^a\sin^2kr\,dr=\frac a2-\frac{\sin ka\cos ka}{2k}=\frac a2+\frac{\kappa\sin^2ka}{2k^2}.
$$

The outer part is $B^2e^{-2\kappa a}/(2\kappa)=\sin^2ka/(2\kappa)$. Their sum is

$$
\frac a2+\sin^2ka\,\frac{k^2+\kappa^2}{2\kappa k^2}=\frac a2+\frac1{2\kappa}=\frac{1+\kappa a}{2\kappa}.
$$

Dividing $B^2=\sin^2ka\,e^{2\kappa a}$ by this norm and by $4\pi$ gives the normalized tail

$$
\varphi(r)=A\,\frac{e^{-\kappa r}}r,\qquad A^2=\frac{\kappa}{2\pi}C^2,\qquad
C^2=\frac{k^2}{k^2+\kappa^2}\,\frac{e^{2\kappa a}}{1+\kappa a}.
$$

The number $C^2$ measures how much the finite size of the trap strengthens its tail. For $a\to0$ at fixed $E$, the matching condition gives $ka\to\pi/2$, so $k\to\infty$, both factors tend to one, and $C^2\to1$. This is the point trap.

## From the tail to the splitting

Put two equal wells at $z=-R/2$ and $z=+R/2$, with $R>2a$ so that they do not overlap. By reflection symmetry the two lowest states are even, $\psi_+$, and odd, $\psi_-$, with energies $\varepsilon_+$ and $\varepsilon_-$. The splitting is $\Delta=\varepsilon_--\varepsilon_+$.

Multiply the Schrödinger equation of $\psi_-$ by $\psi_+$, subtract the equation of $\psi_+$ multiplied by $\psi_-$, and integrate over the left half-space $z<0$. The potential cancels, and Green's identity turns the rest into an integral over the midplane, whose outward normal is $+z$:

$$
\Delta\int_{z<0}\psi_+\psi_-\,d^3r=-\frac{\hbar^2}{2m}\int_{z=0}\left(\psi_+\partial_z\psi_--\psi_-\partial_z\psi_+\right)dS.
$$

On the midplane $\psi_-=0$ and $\partial_z\psi_+=0$, so the second term vanishes.

Now use the leading order in the overlap. Let $\varphi_L$ be the single-trap state of the left well and $\varphi_R$ its mirror image, and set $\psi_\pm=(\varphi_L\pm\varphi_R)/\sqrt2$. On the midplane $\varphi_R=\varphi_L$ and $\partial_z\varphi_R=-\partial_z\varphi_L$. Hence $\psi_+=\sqrt2\,\varphi_L$ and $\partial_z\psi_-=\sqrt2\,\partial_z\varphi_L$. On the left,

$$
\int_{z<0}\psi_+\psi_-\,d^3r=\frac12\int_{z<0}(\varphi_L^2-\varphi_R^2)\,d^3r\simeq\frac12,
$$

because nearly all of $\varphi_L^2$ and almost none of $\varphi_R^2$ lies there. Therefore

$$
\Delta=-\frac{2\hbar^2}{m}\int_{z=0}\varphi_L\,\partial_z\varphi_L\,dS.
$$

The sign is right: $\varphi_L$ falls in the direction of $+z$, so $\Delta>0$ and the even state is the lower one.

Let $d=R/2$, and let $\rho$ be the distance from the axis in the midplane. Then $r^2=\rho^2+d^2$, $\partial_z\varphi_L=\varphi'(r)\,d/r$ and $dS=2\pi\rho\,d\rho=2\pi r\,dr$. The integral becomes

$$
2\pi d\int_d^\infty\varphi\varphi'\,dr=-\pi d\,\varphi(d)^2=-\pi A^2\frac{e^{-2\kappa d}}{d}=-\frac{2\pi A^2e^{-\kappa R}}{R}=-\frac{C^2\kappa\,e^{-\kappa R}}{R}.
$$

With $\hbar^2/m=2E/\kappa^2$ the result is

$$
\boxed{\Delta(R)=4E\,C^2\,\frac{e^{-\kappa R}}{\kappa R}}
$$

The exponent contains $\kappa R$, not $2\kappa R$: the splitting contains the product of the two tails on the midplane, where each has decayed over half the distance.

The approximation also needs a splitting that hardly changes the decay constant. A level shift of $\Delta/2$ changes $\kappa$ by the fraction $\Delta/(4E)$, and the exponent by $\kappa R\,\Delta/(4E)$, which must be small.

## The size at the mean distance

Take $m=0.5$ electron masses and $a=0.25$ nm as round model values. Then $\hbar^2/2m=0.0762\ \mathrm{eV\,nm^2}$ and

$$
\kappa=\sqrt{\frac{1.5}{0.0762}}\ \mathrm{nm^{-1}}=4.437\ \mathrm{nm^{-1}},\qquad \kappa a=1.109.
$$

The numerical root of the matching condition is $k=8.256\ \mathrm{nm^{-1}}$, which corresponds to a well 6.69 eV deep. It gives $k^2/(k^2+\kappa^2)=0.776$ and

$$
C^2=0.776\times\frac{e^{2.218}}{2.109}=3.38.
$$

At the mean distance $\kappa\bar R=11.41$ and $e^{-\kappa\bar R}=1.11\times10^{-5}$. A point trap would have

$$
4E\,\frac{e^{-\kappa\bar R}}{\kappa\bar R}=\frac{6.0\ \mathrm{eV}\times1.11\times10^{-5}}{11.41}=5.8\ \mathrm{\mu eV},
$$

and the finite radius raises this to

$$
\Delta(\bar R)=3.38\times5.84\ \mathrm{\mu eV}\simeq20\ \mathrm{\mu eV}.
$$

The thermal energy at 300 K is $kT=25.85$ meV, where $k$ next to $T$ denotes Boltzmann's constant. The ratio is $\Delta/kT=7.6\times10^{-4}$: the splitting is about 1300 times smaller than the thermal energy. The two would be equal near $7.6\times10^{-4}\times300\ \mathrm K=0.23$ K.

If one electron occupies the pair in thermal equilibrium, the populations of the even and odd states differ by

$$
\frac{1-e^{-\Delta/kT}}{1+e^{-\Delta/kT}}=\tanh\frac{\Delta}{2kT}=3.8\times10^{-4}.
$$

At room temperature the doublet therefore acts as two equally filled states.

The choice of distance matters. With $n^{-1/3}$ in place of $\bar R$, the exponent would be $\kappa R=20.6$ and the splitting about $1.1\times10^{-9}$ eV, too small by a factor of nearly $2\times10^4$.

## How the splitting scales

At fixed level and trap radius, the logarithmic derivative with respect to distance is

$$
\frac{d\ln\Delta}{d\ln R}=-(\kappa R+1)=-12.4\quad\text{at }R=\bar R.
$$

A distance shorter by one per cent raises the splitting by about 13 per cent. Since $\bar R\propto n^{-1/3}$, the splitting at the mean distance grows locally as $n^{(\kappa\bar R+1)/3}$, roughly the fourth power of the density. This is no true power law, because $\kappa\bar R$ itself falls as $n$ rises. Doubling the density reduces $\kappa\bar R$ by $11.41\,(1-2^{-1/3})=2.35$, and the splitting grows by $2^{1/3}e^{2.35}\simeq13$.

Depth and mass enter the exponent through $\kappa\propto\sqrt{mE}$. The effect of depth is easiest to see for a point trap. At $E=0.5$ eV the exponent drops to $11.41/\sqrt3=6.59$, and

$$
\Delta=2.0\ \mathrm{eV}\times\frac{e^{-6.59}}{6.59}\simeq0.42\ \mathrm{meV}.
$$

This is some 70 times the point-trap value at 1.5 eV, although the prefactor $4E$ is three times smaller. For a trap of radius 0.25 nm, with the well depth readjusted to each level, the factor is about 42, because $C^2$ is smaller for the shallower level. Deep levels split little because their tails are short.

The mass is a sensitive input. The next values keep $E=1.5$ eV and $a=0.25$ nm, with the well depth readjusted for each mass:

| $m$ (electron masses) | $\Delta(\bar R)$ ($\mathrm{\mu eV}$) | $kT/\Delta$ |
|---|---|---|
| 0.3 | 250 | 100 |
| 0.4 | 64 | 400 |
| 0.5 | 20 | 1300 |

From 0.5 to 0.3 the exponent falls by $11.41\,(1-\sqrt{0.6})=2.57$, which alone gives a factor of 13. The denominator $\kappa R$ contributes another 1.29. The product is 17, while the table shows a factor near 12.5; the difference is the decrease of $C^2$ by about a quarter, since $\kappa a$ is smaller. The splitting is thus uncertain by an order of magnitude over this range of masses, but within the single parabolic band it stays at or below about one per cent of $kT$; the last section gives the size of the correction for a finite gap.

## The close pairs

The mean distance describes a typical trap, not all of them. Because $\Delta(R)$ falls steadily with $R$, the median splitting is the splitting at the median distance, 22 $\mathrm{\mu eV}$. Half of the traps have a larger pair splitting with their nearest neighbour, if the levels are equal and the two traps are treated as an isolated pair.

Let $R_c$ be the distance at which $\Delta(R_c)=kT$. Solving this equation numerically for $m=0.5$ gives $R_c=1.14$ nm. The fraction of traps with a closer neighbour is

$$
1-e^{-4\pi nR_c^3/3}\simeq0.060.
$$

About 6 per cent of the traps thus fall outside the statement that the splitting is below $kT$. For $m=0.3$ the fraction is 11 per cent.

The leading-order formula is under most strain at such distances. Finite-difference diagonalization of the two-well Hamiltonian, on an axisymmetric grid with a spacing of 0.0125 nm and separately for even and odd states, gives 18.56 meV at $R=1.2$ nm and 2.357 meV at 1.6 nm. The formula gives 18.57 and 2.361 meV. The last digit of the grid values is not converged: the differences of about 0.01 and 0.004 meV are errors of the grid spacing, and the converged values agree with the formula to the digits shown. Within this model the formula is therefore good enough to locate $R_c$. At still smaller distances the splitting keeps growing. When the wells almost touch, at $R\simeq2a=0.5$ nm, it is about two thirds of the level depth and no longer a small correction to two separate levels.

Even without the close pairs, the average splitting is not the splitting at the average distance. For traps whose neighbour lies beyond $R_c$, the distance has the conditional density $4\pi nR^2e^{-(R^3-R_c^3)/\ell^3}$. Replacing the exponential by one gives an upper estimate of the average:

$$
\langle\Delta\rangle_{R>R_c}<\int_{R_c}^{\infty}4\pi nR^2\,\Delta(R)\,dR
=\frac{16\pi nE\,C^2}{\kappa}\int_{R_c}^{\infty}R\,e^{-\kappa R}dR .
$$

Integration by parts gives $\int_{R_c}^\infty Re^{-\kappa R}dR=(1+\kappa R_c)e^{-\kappa R_c}/\kappa^2$. With $\kappa R_c=5.045$,

$$
\langle\Delta\rangle_{R>R_c}<\frac{16\pi nE\,C^2}{\kappa^3}(1+\kappa R_c)e^{-\kappa R_c}
=29.2\ \mathrm{meV}\times0.0389=1.14\ \mathrm{meV}.
$$

Numerical integration with the full density gives 1.07 meV, which is 54 times $\Delta(\bar R)$. The integrand $Re^{-\kappa R}$ decreases for all $R>1/\kappa=0.23$ nm, so the largest contributions come from the lower limit. The average describes the closest pairs admitted to it, and it changes with the cutoff. For a typical trap the median is the better measure.

## What a small splitting does and does not imply

For two equal levels, the comparison with $kT$ tells how the two states are populated. It does not tell whether the electron stays on one trap. For that, the splitting must be compared with the mismatch $\delta$ between the two levels, which is zero for identical traps in identical surroundings, but in general not for others.

In the basis of left and right trap states, with the left level lower,

$$
H=-\frac12\begin{pmatrix}\delta&\Delta\\ \Delta&-\delta\end{pmatrix},\qquad H^2=\frac{\Omega^2}{4}\,\mathbb 1,\qquad \Omega=\sqrt{\delta^2+\Delta^2}.
$$

The energies are $\pm\Omega/2$. Let $w_L$ and $w_R$ be the weights of the lower state on the two traps. The derivative of its energy with respect to $\delta$ equals the expectation value of $\partial H/\partial\delta$, so $-\delta/(2\Omega)=-(w_L-w_R)/2$. Together with $w_L+w_R=1$ this gives

$$
w_R=\frac12\left(1-\frac{\delta}{\sqrt{\delta^2+\Delta^2}}\right)\simeq\frac{\Delta^2}{4\delta^2}\qquad(\Delta\ll\delta).
$$

Take $\delta=kT=25.85$ meV as an example. At the mean distance the weight on the far trap is $1.5\times10^{-7}$, and the electron is localized. For a close pair with $\Delta=\delta$ it is 0.15, and the state is shared. Localization at the mean distance does not need so large a mismatch: any $\delta$ well above 20 $\mathrm{\mu eV}$ suffices.

The time evolution shows why the mismatch is essential. Because $H^2$ is a multiple of the unit matrix,

$$
e^{-iHt/\hbar}=\cos\frac{\Omega t}{2\hbar}-\frac{2iH}{\Omega}\sin\frac{\Omega t}{2\hbar}.
$$

An electron that starts on the left trap is found on the right one with probability

$$
P(t)=\frac{\Delta^2}{\delta^2+\Delta^2}\sin^2\frac{\Omega t}{2\hbar}.
$$

For $\delta=0$ the transfer is complete after $t=\pi\hbar/\Delta$, which for 20 $\mathrm{\mu eV}$ is about $10^{-10}$ s. A splitting far below $kT$ is thus no guarantee of slow tunnelling between resonant levels. This holds for an isolated pair. Two random traps are each other's nearest neighbour only if the union of the two spheres of radius $R$, with volume $\tfrac{27}{16}v$, is empty, which happens for $16/27\simeq59$ per cent of the traps. For the rest, the neighbour is coupled more strongly to a third trap. This coupling detunes it even when all levels are equal, and the transfer is then usually far from complete. For $\delta=kT$ the probability never exceeds about $6\times10^{-7}$ in this coherent two-level model.

Exchange of energy with phonons can make up the mismatch and lets the electron hop. The rate of that process needs the coupling to the lattice, which is not part of this estimate, so no retention time follows from $\Delta$ alone.

## Where the estimate fails

The estimate rests on random positions in a layer much thicker than $\bar R$; a trap close to a surface of the layer has neighbours on one side only, and its nearest one is farther away on average. In a layer only 5 nm thick, the mean distance rises to about 2.8 nm, and the median splitting for $m=0.5$ falls from 22 to about 8 $\mathrm{\mu eV}$. If traps form in clusters, close pairs are more frequent than $p(R)$ allows, and the mean density no longer fixes the typical splitting. It also assumes short-range wells, one electron and a rigid lattice; Coulomb tails, electron repulsion and lattice relaxation are left out. The single parabolic band is a further assumption: 1.5 eV below the band edge, mixing with the valence band can change the decay constant $\kappa$, and the exponential magnifies any such change. In the simple two-band form $\kappa\to\kappa\sqrt{1-E/E_g}$ with a gap $E_g=5$ eV, the factor $e^{-\kappa\bar R}$ alone grows about sixfold for $m=0.5$ and fourfold for $m=0.3$. The latter would bring the splitting at the mean distance to a few per cent of $kT$.

Density sets a further limit. The splitting at the mean distance reaches $kT$ when $\bar R$ has shrunk to $R_c$, which requires a density higher by $(2.571/1.137)^3\simeq11.6$, or about $1.2\times10^{20}\ \mathrm{cm^{-3}}$ for $m=0.5$. At $10^{19}\ \mathrm{cm^{-3}}$ the typical pair, 2.6 nm apart, is far from that limit, while the few per cent of close pairs have already passed it.

Numerical values quoted here were computed with a short program.
